# Onsager Reaction Field and Dipole Enhancement of a Dissolved Polarisable Precursor

A model precursor molecule has a dipole of 2.00 D in the gas. Dissolved in a liquid of relative permittivity 7.5, the same molecule carries 2.52 D. No external field has been applied, and the undisturbed liquid has no average field of its own. The extra 0.52 D has to come from the molecule's own action on the liquid, returned to it.

## The model

The molecule has a permanent gas-phase dipole $\mu$ and an isotropic polarisability $\alpha$, so that in a field $E$ along its axis its moment is $\mu+\alpha E$. It sits in a sphere of radius $a$. Outside is a uniform liquid that responds linearly, with static relative permittivity $\varepsilon$. No charge passes between molecule and liquid. Dipoles point from negative to positive charge, and $m$ is the total moment in the liquid. I write

$$K=\frac{1}{4\pi\varepsilon_0},\qquad \alpha=\frac{\alpha'}{K},$$

where $\alpha'$ is the polarisability volume.

The example uses round parameters, roughly typical of a small polar precursor dilute in an ether-type carrier: $\mu=2.00$ D, $\alpha'=0.010\ \mathrm{nm^3}$, $a=0.34$ nm, $\varepsilon=7.5$ and $T=300$ K.

## First derivation: a point dipole and its returned field

Place $\mu$ and $\alpha$ at the centre of the sphere, which is otherwise empty. Take the $z$ axis along $m$, with $\theta$ measured from it. The source potential varies as $\cos\theta$, and a spherical boundary does not mix different angular orders, so the whole potential varies as $\cos\theta$. The solutions of Laplace's equation with this dependence are $r\cos\theta$ and $\cos\theta/r^2$. Inside, the second has the strength fixed by the dipole; outside, the first is excluded because the potential must vanish far away. Hence

$$\phi_{\rm in}=\frac{Km\cos\theta}{r^2}-Rr\cos\theta,\qquad
\phi_{\rm out}=A\frac{Km\cos\theta}{r^2}.$$

The term $-Rr\cos\theta=-Rz$ is a uniform field $R$ along $m$. This is the reaction field.

Continuity of the potential at $r=a$ gives

$$\frac{Km}{a^2}-Ra=A\frac{Km}{a^2}
\quad\Rightarrow\quad R=(1-A)\frac{Km}{a^3}.$$

There is no free charge on the boundary, so $\varepsilon\,\partial\phi/\partial r$ is also continuous, with $\varepsilon=1$ inside:

$$-\frac{2Km}{a^3}-R=-2\varepsilon A\frac{Km}{a^3}.$$

Inserting $R$ and dividing by $-Km/a^3$ gives $2+(1-A)=2\varepsilon A$. Therefore

$$A=\frac{3}{2\varepsilon+1},\qquad
1-A=\frac{2(\varepsilon-1)}{2\varepsilon+1}\equiv f,$$

$$\boxed{R=gm,\qquad g=\frac{Kf}{a^3}}$$

For $\varepsilon=1$ there is no liquid response and $R=0$. For $\varepsilon\to\infty$, $f\to1$. The field is parallel to $m$, so it exerts no torque on the molecule; it stretches the dipole.

### Where the field comes from

The field can also be summed directly over the polarised liquid. The outside field is $AKm(3\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z})/r^3$, and the polarisation is $\varepsilon_0(\varepsilon-1)$ times this. Write it as $\mathbf P=p(3\cos\theta\,\hat{\mathbf r}-\hat{\mathbf z})$, with $p=\varepsilon_0(\varepsilon-1)AKm/r^3$. A volume element $dV$ is a dipole $\mathbf P\,dV$, whose $z$ field at the centre is

$$dR=\frac{K}{r^3}\left[3(\mathbf P\cdot\hat{\mathbf r})\cos\theta-P_z\right]dV.$$

Here $\mathbf P\cdot\hat{\mathbf r}=2p\cos\theta$ and $P_z=p(3\cos^2\theta-1)$, so the bracket is $p(3\cos^2\theta+1)$. It is positive in every direction: each part of the liquid adds to the field along $m$. The angular integral is

$$2\pi\int_{-1}^{1}(3c^2+1)\,dc=8\pi,$$

and the radial one is $\int_a^\infty r^{-6}r^2dr=1/(3a^3)$. With $K\varepsilon_0=1/4\pi$,

$$R=\varepsilon_0(\varepsilon-1)AK^2m\,\frac{8\pi}{3a^3}
=\frac{2(\varepsilon-1)}{3}\,A\,\frac{Km}{a^3}=\frac{fKm}{a^3},$$

as before. Stopping the radial integral at $2a$ multiplies it by $1-1/8$. Thus 87.5% of the field comes from liquid between $a$ and $2a$, for the polarisation pattern of the unbounded liquid. This is the region where treating the liquid as a continuum is least secure.

### Closing the loop

The molecule responds to the field that it has caused:

$$m=\mu+\alpha R=\mu+g\alpha m
\quad\Rightarrow\quad
\boxed{m=\frac{\mu}{1-g\alpha}},\qquad g\alpha=f\frac{\alpha'}{a^3}.$$

For $0\le g\alpha<1$ this is the sum $\mu(1+g\alpha+(g\alpha)^2+\dots)$, in which each term is one further round of mutual polarisation. At $g\alpha=1$ the linear model loses its stable solution. Since $f<1$ for finite $\varepsilon\geq1$, the condition $\alpha'<a^3$ is enough to prevent this. A rigid dipole, $\alpha=0$, feels a reaction field but is not enhanced.

For the example,

$$f=\frac{2\times6.5}{16}=0.8125,\qquad
\frac{\alpha'}{a^3}=\frac{0.010}{0.34^3}=0.2544,$$

$$g\alpha=0.8125\times0.2544=0.2067,\qquad
m=\frac{2.00\ \mathrm D}{1-0.2067}=2.52\ \mathrm D.$$

The first round alone gives $2.00\times1.2067=2.41$ D; the later rounds supply the remaining 0.11 D. The unenhanced dipole would produce a field $g\mu=1.239$ V/nm. The enhanced one produces $1.239\times1.2606=1.56$ V/nm, or 15.6 MV/cm.

## Second derivation: a polarised dielectric sphere

Now drop the point dipole, and do not introduce a reaction field. Let the molecule be a sphere of radius $a$ that fills the cavity. Its electrons are represented by a relative permittivity $n^2$, and its permanent charge asymmetry by a uniform frozen polarisation $P_0$. The total polarisation inside is

$$P=P_0+\varepsilon_0(n^2-1)E,$$

where $E$ is the actual field inside, counted positive along $P_0$. Try

$$\phi_{\rm in}=-Er\cos\theta,\qquad \phi_{\rm out}=\frac{B\cos\theta}{r^2}.$$

Continuity of $\phi$ at $r=a$ gives $B=-Ea^3$. The radial displacement is $(\varepsilon_0n^2E+P_0)\cos\theta$ inside and $2\varepsilon_0\varepsilon B\cos\theta/a^3=-2\varepsilon_0\varepsilon E\cos\theta$ outside. Equating them,

$$\varepsilon_0n^2E+P_0=-2\varepsilon_0\varepsilon E
\quad\Rightarrow\quad
E=-\frac{P_0}{\varepsilon_0(2\varepsilon+n^2)}.$$

The field opposes the frozen polarisation. A larger $\varepsilon$ weakens this opposing field, because the liquid's bound charge partly cancels the charge on the sphere's surface. With $V=4\pi a^3/3$, the total moment is

$$m=V\left[P_0+\varepsilon_0(n^2-1)E\right]
=VP_0\left[1-\frac{n^2-1}{2\varepsilon+n^2}\right]
=VP_0\frac{2\varepsilon+1}{2\varepsilon+n^2}.$$

The gas-phase moment is the same expression at $\varepsilon=1$, namely $\mu=3VP_0/(n^2+2)$. It is smaller than $VP_0$ because the electrons already screen the frozen part in the gas. Dividing at fixed $P_0$, $n$ and $a$,

$$\boxed{\frac m\mu=\frac{(2\varepsilon+1)(n^2+2)}{3(2\varepsilon+n^2)}}.$$

### The two results are the same

To compare them we need the polarisability of this sphere. Put it, without $P_0$, in a vacuum with an applied field $E_0$, and let its induced moment be $p=\alpha E_0$. Outside, the potential is $-E_0r\cos\theta+Kp\cos\theta/r^2$; inside, it is $-Er\cos\theta$. With $q=Kp/a^3$, continuity of the potential and of the radial displacement give

$$E=E_0-q,\qquad n^2E=E_0+2q.$$

Eliminating $E$ gives $(n^2-1)E_0=(n^2+2)q$. Since $q=\alpha'E_0/a^3$,

$$\frac{\alpha'}{a^3}=\frac{n^2-1}{n^2+2}.$$

The first derivation's denominator then becomes

$$1-g\alpha=\frac{(2\varepsilon+1)(n^2+2)-2(\varepsilon-1)(n^2-1)}{(2\varepsilon+1)(n^2+2)}.$$

Multiplied out, the numerator is

$$2\varepsilon n^2+4\varepsilon+n^2+2-2\varepsilon n^2+2\varepsilon+2n^2-2
=3(2\varepsilon+n^2),$$

and its reciprocal reproduces the second boxed ratio. For the example, inverting the relation for $\alpha'$ gives

$$n^2=\frac{1+2(0.2544)}{1-0.2544}=2.02,\qquad
\frac m\mu=\frac{16\times4.02}{3\times17.02}=1.26.$$

### How much a more polar liquid can add

As $\varepsilon\to\infty$ the ratio tends to $(n^2+2)/3$, which is 1.341 here. With the molecule and radius held fixed, the enhancement is 1.113 at $\varepsilon=2$, 1.204 at 4, 1.261 at 7.5, 1.309 at 20 and 1.333 at 80. The reason for the flattening is in $f=1-3/(2\varepsilon+1)$: its distance from the limit falls as $1/(2\varepsilon+1)$. In this example about three quarters of the available increase is already reached at $\varepsilon=7.5$.

## What each derivation assumes

Both need a sphere with a sharp boundary, a linear and uniform liquid, and no charge exchange. They differ in their picture of the molecule.

The first places the dipole and polarisability at one point. It leaves $\alpha$ and $a$ independent, so a measured or calculated polarisability can be combined with a separately chosen radius. It also identifies the returned field.

The second spreads the polarisation over the whole sphere and has no point source. The price is that $\alpha$ is tied to $a$ through $n$. If the radius is chosen in some other way, and $n$ is taken from another source, the formula in $n$ need not agree with $\mu/(1-g\alpha)$.

They agree because a uniformly polarised sphere has the external field of a point dipole at its centre. The liquid therefore responds identically to both, and the field it returns is uniform across the cavity. To a uniform field, both molecules respond through the same $\alpha$. A molecule with strong higher multipoles, or one whose dipole lies off centre, does not have this simple external field, and the field returned to it is no longer uniform.

## The energy price of the larger dipole

Stretching the dipole costs internal energy. The quadratic cost $(m-\mu)^2/(2\alpha)$ is the one that gives $m=\mu+\alpha E$ when $-mE$ is added and the sum is minimised. The liquid term follows by building up the moment from zero against the field it creates:

$$-\int_0^mgm'\,dm'=-\tfrac12gm^2.$$

The half appears because the field grows with the dipole. The electrostatic free energy relative to the gas is then

$$F(m)=\frac{(m-\mu)^2}{2\alpha}-\frac12gm^2.$$

Setting $dF/dm=0$ gives $m-\mu=g\alpha m$, the loop equation again. The second derivative, $1/\alpha-g$, is positive when $g\alpha<1$, so the stability condition is that of a minimum. At the minimum the cost is $\tfrac12\alpha g^2m^2$, and

$$\Delta F=-\tfrac12gm^2(1-g\alpha)=-\frac{g\mu^2}{2(1-g\alpha)}.$$

For the example, $0.0085-0.0410=-0.0325$ eV. A rigid dipole would gain 0.0258 eV. Polarisability deepens the stabilisation by the same factor, 1.26, as it enlarges the dipole. The result is comparable with $k_BT=0.0259$ eV. It is not the full free energy of dissolution, which also contains cavity formation, dispersion and repulsion.

## Where the number is uncertain

**Radius.** The feedback $g\alpha$ varies as $a^{-3}$. With $\mu$, $\alpha'$ and $\varepsilon$ fixed, a radius 10% smaller gives 2.79 D and one 10% larger gives 2.37 D. Of the changes tried in this section, only removing the liquid's slow response shifts the mean more.

**Position.** Let a charge lie at distance $s$ from the centre. Outside $s$, its potential is a sum of terms varying as $r^{-(l+1)}$. For each, let the liquid add $-C_l$ times the matching $r^l$ term inside, in units where $a=1$. Continuity makes the outside amplitude $1-C_l$, and continuity of the radial displacement requires

$$(l+1)+lC_l=\varepsilon(l+1)(1-C_l)
\quad\Rightarrow\quad
C_l=\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l}.$$

On the axis, the reaction potential at $z$ per unit charge is $-K\sum_lC_l(sz)^l/a^{2l+1}$. A dipole along the axis is obtained by applying $m\,\partial/\partial s$, and its field by applying $-\partial/\partial z$. Setting $s=z=d$,

$$R=Km\sum_{l\ge1}C_l\,l^2\frac{d^{\,2l-2}}{a^{2l+1}}.$$

The $l=1$ term is the centred result. For $d=0.05$ nm the sum is 1.089 times that term, and the dipole becomes 2.58 D, if the polarisability moves with the dipole.

**Thermal motion.** The liquid's electrons respond fast, with permittivity taken as 2.0; its molecules reorient slowly. Let $g_f$ be $g$ evaluated at 2.0, let $g_s=g-g_f$, and let $R_s$ be the slow part of the field. Then

$$F=\frac{(m-\mu)^2}{2\alpha}-\frac{g_fm^2}{2}-mR_s+\frac{R_s^2}{2g_s}.$$

Minimising over $R_s$ gives $R_s=g_sm$ and restores the earlier $F(m)$. At a given $R_s$, the electrons settle at $m=(\mu+\alpha R_s)/(1-g_f\alpha)$, so $dm/dR_s=\tilde\alpha=\alpha/(1-g_f\alpha)$. The slope of the settled free energy is $R_s/g_s-m$, and its curvature is $1/g_s-\tilde\alpha$. A Boltzmann distribution in this parabola has its mean at the minimum, which leaves the mean component of the dipole along the molecular axis at 2.52 D. Its standard deviation in $m$ is

$$\sigma_m=\tilde\alpha\sqrt{\frac{k_BT\,g_s}{1-g_s\tilde\alpha}}=0.25\ \mathrm D.$$

The momentary dipole along the molecular axis thus varies by about half the mean enhancement. The slow field also fluctuates across the axis, inducing transverse components of the same spread and zero mean, so the mean length of the dipole is larger by about $\sigma_m^2/m=0.02$ D. If the slow field averaged to zero, as when the carrier has had no time to reorient around the molecule, the electronic response alone would give a mean dipole of 2.23 D.

**Saturation.** At the pole of the cavity the liquid's field is $2AKm/a^3=3R/(\varepsilon-1)=0.72$ V/nm. For a carrier dipole of 1.7 D its orientation energy is 0.99 $k_BT$. The Boltzmann average of the alignment is then 0.94 of its linear value. Applying this weakening to the orientational response of the whole liquid lowers $\varepsilon$ to about 7.2 and $m$ by less than 0.01 D. This is an estimate, not a bound, since the local field on a carrier molecule may exceed the macroscopic field. Multiplying the pole field by Onsager's directing-field factor for the carrier, $\varepsilon(2.0+2)/(2\varepsilon+2.0)=1.76$, raises the loss in $m$ to about 0.02 D.

## Beside a real delivery system

The example is a simple model of the liquid stage of direct liquid injection, in which a dissolved precursor is metered as a liquid and then vaporised. The implied molar volume, 99 cm³/mol, suits a small molecule; precursors with several organic ligands can be much bulkier. At fixed $\varepsilon$ and $\alpha'/a^3$ the model's ratio $m/\mu$ does not depend on size, while $R$ scales as $\mu/a^3$. In a line at 350 K, scaling the orientational part of $\varepsilon$ as $1/T$ at fixed density gives $\varepsilon=6.7$ and $m=2.50$ D, a small change at fixed density and radius. A light ether stays liquid at 350 K only under pressure, and it expands by roughly 6% over this interval. That lowers $\varepsilon$ to about 6.1 and, if $a^3$ follows the molar volume, lowers $m$ to about 2.46 D: four times the shift, though still small beside the radius uncertainty. A real molecule has no sharp spherical boundary. The 10% radius change above shows how sensitive the answer is to that choice, not its full range: radii based on the molecule's own volume and on its share of the liquid's volume can differ by more than 10%. If the molecule's own volume is 65% of the sphere used here, $a=0.295$ nm and the model gives 2.93 D. Real polarisabilities are also anisotropic. For a dipole along a principal axis it is the component along the dipole that enters $g\alpha$; were it 25% above the average, $g\alpha=0.258$ and $m=2.70$ D. A metal centre that binds the ether's oxygen breaks the assumption of no charge exchange. That effect, non-spherical shape and hyperpolarisability have not been sized. Once the precursor is vaporised intact, the model returns its dipole to 2.00 D.

The numerical output below gives the example's values in full.

## Numbers as computed

```
gas dipole mu: 2.00 D
polarisability volume: 0.010 nm^3
cavity radius a: 0.34 nm
liquid permittivity eps: 7.5
electronic permittivity of liquid: 2.0
carrier molecule dipole: 1.7 D
temperature: 300 K
implied molecular index n: 1.423
implied molar volume: 99.1 cm^3/mol
reaction factor f: 0.8125
alpha_vol/a^3: 0.2544
feedback g*alpha: 0.2067
reaction field of unenhanced dipole: 1.239 V/nm
dipole after first feedback round: 2.413 D
self-consistent reaction field R: 1.562 V/nm
the same field R: 15.62 MV/cm
dipole in liquid m: 2.521 D
enhancement m/mu: 1.2606
share of R from liquid at a<r<2a: 0.8750
distortion cost: 0.0085 eV
liquid term -g*m^2/2: -0.0410 eV
total free energy: -0.0325 eV
free energy of rigid dipole: -0.0258 eV
thermal energy kT: 0.0259 eV
m/mu at eps=2: 1.1133
m/mu at eps=4: 1.2043
m/mu at eps=20: 1.3086
m/mu at eps=80: 1.3328
ceiling of m/mu, eps to infinity: 1.3413
m with radius 10% smaller: 2.792 D
m with radius 10% larger: 2.368 D
axial displacement tried: 0.05 nm
g displaced / g centred: 1.0890
m for displaced dipole: 2.581 D
thermal standard deviation of axial m: 0.247 D
m with electronic liquid response only: 2.227 D
liquid field at cavity pole: 0.721 V/nm
carrier dipole energy / kT at pole: 0.987
orientational response / linear response: 0.941
eps with that saturation everywhere: 7.17
m with that saturation everywhere: 2.515 D
warm delivery line: 350 K
estimated eps in warm line: 6.71
m in warm line: 2.505 D
```
